# The quantum of thermal conductance, derived in two ways: a program that tests the result

```python
"""
Result under test: a fully open, gapless one-dimensional phonon channel has
thermal conductance G0 = pi^2 k^2 T / (3 h) when k T << hbar omega_max,
because (group velocity) * (right-moving modes per length and frequency)
equals 1/(2 pi) for every dispersion.
Symbols: m atomic mass, a spacing, k1 and k2 first- and second-neighbour
springs, k0 on-site spring, q wave number times a, omega angular frequency,
v group velocity, g density of right-movers, s = omega/omega_max,
delta = relative extra mass of a single defect atom.
"""
import numpy as np
from scipy.constants import h, hbar, k as kB, pi
from scipy.integrate import quad

m, a, K1 = 5e-26, 0.25e-9, 10.0
chains = {"A": (K1, 0.0, 0.0), "B": (K1, 2.0, 0.0),
          "C": (K1, -2.5, 0.0), "pinned": (K1, 0.0, 1.0)}


def frequency(q, k1, k2, k0):
    return np.sqrt((4*k1*np.sin(q/2)**2 + 4*k2*np.sin(q)**2 + k0)/m)


def velocity(q, k1, k2, k0):
    slope = np.sin(q)*(k1 + 4*k2*np.cos(q))
    return a*slope/(m*frequency(q, k1, k2, k0))


def mechanical_velocity(q, k1, k2, k0):
    """Mean power through a cut divided by mean energy per length."""
    w = frequency(q, k1, k2, k0)
    t = np.arange(400)*2*pi/(400*w)
    u = lambda n: np.cos(q*n - w*t)
    du = lambda n: w*np.sin(q*n - w*t)
    power = (k1*(u(0) - u(1))*du(1) + k2*(u(-1) - u(1))*du(1)
             + k2*(u(0) - u(2))*du(2))
    energy = 0.5*m*du(0)**2 + 0.5*k0*u(0)**2
    for r, spring in ((1, k1), (2, k2)):
        energy += 0.25*spring*((u(0) - u(r))**2 + (u(0) - u(-r))**2)
    return a*power.mean()/energy.mean()


def ring_frequencies(size, k1, k2, k0):
    """Diagonalize the force matrix of a ring of atoms."""
    one = np.eye(size)
    force = (2*k1 + 2*k2 + k0)*one
    for r, spring in ((1, k1), (2, k2)):
        force -= spring*(np.roll(one, r, axis=1) + np.roll(one, -r, axis=1))
    return np.sqrt(np.clip(np.linalg.eigvalsh(force)/m, 0, None))


def weight(x):
    """x^2 e^x / (e^x - 1)^2 in a form safe for large x."""
    return (0.5*x/np.sinh(0.5*x))**2


def quantum(T):
    return pi**2*kB**2*T/(3*h)


print(f"mass {m:.1e} kg, spacing {a*1e9:.2f} nm, K1 {K1:.1f} N/m")
for name, (k1, k2, k0) in chains.items():
    print(f"chain {name}: K2 = {k2:.1f} N/m, on-site spring = {k0:.1f} N/m")
w_max = frequency(pi, *chains["A"])
theta = hbar*w_max/kB
w_gap = frequency(0.0, *chains["pinned"])
print(f"omega_max of A, B, C: {w_max:.4e} rad/s")
print(f"hbar omega_max / k: {theta:.2f} K")
print(f"gap of pinned chain, hbar omega_0 / k: {hbar*w_gap/kB:.2f} K")
for name in "ABC":
    assert abs(frequency(pi, *chains[name])/w_max - 1) < 1e-12
    k1, k2, k0 = chains[name]
    sound = a*np.sqrt((k1 + 4*k2)/m)
    q_small = 1e-3
    assert abs(frequency(q_small, k1, k2, k0)*a/q_small - sound) < 3
    print(f"sound velocity, chain {name}: {sound:.0f} m/s")

# Velocity from mechanics times density of modes from diagonalization
size = 800
print("At q a = pi/2: v (m/s), g (1e-5 s/m), 2 pi v g")
for name, springs in chains.items():
    spectrum = ring_frequencies(size, *springs)
    for j in (100, 200, 300):
        q = 2*pi*j/size
        v = mechanical_velocity(q, *springs)
        gap = spectrum[2*j + 1] - spectrum[2*j - 3]
        g = 2/(size*a*gap)
        assert abs(spectrum[2*j - 1]/frequency(q, *springs) - 1) < 1e-9
        assert abs(v/velocity(q, *springs) - 1) < 1e-9
        assert abs(2*pi*v*g - 1) < 5e-4
        if j == 200:
            print(f"  {name}: {v:.1f}, {g*1e5:.4f}, {2*pi*v*g:.4f}")

# The thermal integrals
I2 = quad(weight, 0, 80, limit=200)[0]
I4 = quad(lambda x: x*x*weight(x), 0, 80, limit=200)[0]
assert abs(I2 - pi**2/3) < 1e-8
assert abs(I4 - 4*pi**4/15) < 1e-7
print(f"thermal integral by quadrature: {I2:.6f}")
print(f"G0/T: {quantum(1.0)*1e12:.4f} pW/K^2")

# Explicit sums over the right-moving modes of a very long ring
N = 2_000_000
q_all = 2*pi*np.arange(1, N//2)/N
modes = {name: (frequency(q_all, *c), velocity(q_all, *c))
         for name, c in chains.items()}


def summed_conductance(name, T, transmission=1.0):
    w, v = modes[name]
    return np.sum(kB*weight(hbar*w/(kB*T))*v*transmission)/(N*a)


def defect_transmission(s, delta):
    return (1 - s**2)/(1 - s**2 + delta**2*s**2)


def solved_transmission(s, delta):
    """Solve the equations of motion for a wave hitting a heavy atom."""
    phase = np.exp(2j*np.arcsin(s))
    masses = np.ones(7)
    masses[3] += delta
    matrix = np.diag(2 - 4*s**2*masses).astype(complex)
    matrix -= np.eye(7, k=1) + np.eye(7, k=-1)
    matrix[0, 0] -= phase
    matrix[6, 6] -= phase
    source = np.zeros(7, complex)
    source[0] = 1/phase - phase
    return abs(np.linalg.solve(matrix, source)[6])**2


for delta in (0.0, 1.0, 2.0):
    for s in (0.01, 0.1, 0.5, 0.9):
        solved = solved_transmission(s, delta)
        assert abs(solved - defect_transmission(s, delta)) < 1e-9
for s in (0.1, 0.5):
    print(f"doubled mass, transmission at omega/omega_max = {s}: "
          f"{solved_transmission(s, 1.0):.4f}")

through = defect_transmission(modes["A"][0]/w_max, 1.0)
print("T (K), G0 (pW/K), then G/G0 for A, B, C, pinned, A with defect")
for T in (5.0, 10.0, 20.0, 50.0, 100.0, 300.0):
    ratios = []
    for name, springs in chains.items():
        low = hbar*frequency(0.0, *springs)/(kB*T)
        high = hbar*frequency(pi, *springs)/(kB*T)
        band = quad(weight, low, high, limit=200)[0]*3/pi**2
        ratio = summed_conductance(name, T)/quantum(T)
        assert abs(ratio - band) < 5e-5
        ratios.append(ratio)
    ratios.append(summed_conductance("A", T, through)/quantum(T))
    print(f"  {T:.0f}, {quantum(T)*1e12:.3f}, "
          + ", ".join(f"{r:.4f}" for r in ratios))
    if T == 5.0:
        assert max(abs(r - 1) for r in ratios[:3]) < 5e-5
        x0 = hbar*w_gap/(kB*T)
        gap_law = 3/pi**2*(x0**2 + 2*x0 + 2)*np.exp(-x0)
        assert abs(ratios[3]/gap_law - 1) < 5e-3
        defect_law = 1 - 4*pi**2/5*(T/theta)**2
        assert abs(ratios[4] - defect_law) < 5e-5
        print(f"  low-T laws at 5 K: pinned {gap_law:.4f}, "
              f"defect {defect_law:.4f}")

# High-temperature ceiling of a finite band
ceiling = kB*w_max/(2*pi)
G300 = summed_conductance("A", 300.0)
assert abs(summed_conductance("A", 5000.0)/ceiling - 1) < 1e-3
print(f"G of chain A at 300 K: {G300*1e12:.2f} pW/K")
print(f"high-T limit k omega_max/(2 pi): {ceiling*1e12:.2f} pW/K")

# Large temperature difference, no linearization
T_hot, T_cold = 8.0, 2.0
w, v = modes["A"]
occupation = lambda T: 1/np.expm1(hbar*w/(kB*T))
J = np.sum(hbar*w*v*(occupation(T_hot) - occupation(T_cold)))/(N*a)
J_law = pi**2*kB**2*(T_hot**2 - T_cold**2)/(6*h)
assert abs(J/J_law - 1) < 5e-5
G_bias = J/(T_hot - T_cold)
assert abs(G_bias/quantum(0.5*(T_hot + T_cold)) - 1) < 5e-5
print(f"heat current from {T_hot:.0f} K to {T_cold:.0f} K: {J*1e12:.3f} pW")
print(f"current / temperature difference: {G_bias*1e12:.3f} pW/K")
print("all good")
```

Running it gives:

```
mass 5.0e-26 kg, spacing 0.25 nm, K1 10.0 N/m
chain A: K2 = 0.0 N/m, on-site spring = 0.0 N/m
chain B: K2 = 2.0 N/m, on-site spring = 0.0 N/m
chain C: K2 = -2.5 N/m, on-site spring = 0.0 N/m
chain pinned: K2 = 0.0 N/m, on-site spring = 1.0 N/m
omega_max of A, B, C: 2.8284e+13 rad/s
hbar omega_max / k: 216.04 K
gap of pinned chain, hbar omega_0 / k: 34.16 K
sound velocity, chain A: 3536 m/s
sound velocity, chain B: 4743 m/s
sound velocity, chain C: 0 m/s
At q a = pi/2: v (m/s), g (1e-5 s/m), 2 pi v g
  A: 2500.0, 6.3662, 1.0000
  B: 2112.9, 7.5326, 1.0000
  C: 3535.5, 4.5016, 1.0000
  pinned: 2439.8, 6.5234, 1.0000
thermal integral by quadrature: 3.289868
G0/T: 0.9464 pW/K^2
doubled mass, transmission at omega/omega_max = 0.1: 0.9900
doubled mass, transmission at omega/omega_max = 0.5: 0.7500
T (K), G0 (pW/K), then G/G0 for A, B, C, pinned, A with defect
  5, 4.732, 1.0000, 1.0000, 1.0000, 0.0205, 0.9958
  low-T laws at 5 K: pinned 0.0204, defect 0.9958
  10, 9.464, 1.0000, 1.0000, 1.0000, 0.2099, 0.9831
  20, 18.929, 0.9991, 0.9991, 0.9991, 0.5187, 0.9325
  50, 47.322, 0.8803, 0.8803, 0.8803, 0.6794, 0.6804
  100, 94.643, 0.5821, 0.5821, 0.5821, 0.4842, 0.4068
  300, 283.929, 0.2158, 0.2158, 0.2158, 0.1838, 0.1447
G of chain A at 300 K: 61.27 pW/K
high-T limit k omega_max/(2 pi): 62.15 pW/K
heat current from 8 K to 2 K: 28.393 pW
current / temperature difference: 4.732 pW/K
all good
```
